# Doubling time of a catalytic nanoparticle and electroless bath decomposition risk

A stray catalytic particle in an electroless bath plates itself. If its growth is assumed to be limited by diffusion, a particle of radius 100 Å appears to double its radius in about a tenth of a millisecond, and the bath seems beyond rescue by any filter. At an ordinary plating speed the same particle needs several seconds. The error is a factor of about thirty thousand, and it comes from the word "diffusion", not from the arithmetic. A second error is to read either time as a lifetime of the bath: one doubling of a nanoparticle consumes almost no metal. The risk depends on how many particles there are and how long they stay suspended.

## Back of the envelope

Let the bath contain $c$ metal ions per volume with diffusivity $D$, and let each deposited ion add a volume $\Omega$ to the particle. The number $\phi=\Omega c$ is the volume of metal obtainable per volume of bath. A sphere of radius $R$ depletes a surrounding region whose thickness is also about $R$, so the largest ion flux is about $Dc/R$ and the largest growth speed about $\phi D/R$.

The example uses round parameters for an unnamed metal: $R_0=100$ Å, $\Omega=11$ Å³, $c=6\times10^{-5}$ Å⁻³ and $D=2\times10^{11}$ Å²/s. Then $\phi=6.6\times10^{-4}$ and

$$\frac{\phi D}{R_0}=\frac{6.6\times10^{-4}\times2\times10^{11}}{100}=1.32\times10^6\ \text{Å/s}.$$

Growing by 100 Å at this speed takes about $10^{-4}$ s. But a bath that plates at $v=30$ Å/s when its surface is fully supplied cannot use such a flux. At that speed the doubling time is $100/30=3.3$ s. Diffusion sets what could arrive; the surface reaction sets what is used.

For the risk, suppose $N$ seeds per volume each grow for a filtration time $\tau$. They reach a radius of about $v\tau$ and use a fraction $(4\pi/3)N(v\tau)^3/\phi$ of the metal. With $N=10^{-19}$ Å⁻³ and $\tau=600$ s this is about 0.4 percent. The derivation below shows that this is too low by a factor of six, because some particles stay much longer than $\tau$.

## Conventions and the surface as a sink

The algebra is in atomic units, $\hbar=m_e=e=1$, with the temperature $T$ written as an energy. No $\hbar$ appears, so the formulas hold in any consistent units. Numbers are in eV, angstrom and second. The particle is a compact sphere, the ions are dilute, and electric migration, convection, aggregation and the birth of new particles are neglected.

First, does a small particle grow at all? Let $\Delta\mu>0$ be the free energy released per metal atom deposited on a flat surface, and $\gamma$ the surface energy per area. The free energy of a sphere is

$$G(R)=-\frac{4\pi R^3}{3\Omega}\Delta\mu+4\pi R^2\gamma .$$

Setting $dG/dR=-4\pi R^2\Delta\mu/\Omega+8\pi R\gamma$ to zero gives the critical radius

$$R^*=\frac{2\gamma\Omega}{\Delta\mu}.$$

For $\gamma=0.1$ eV/Å² and $\Delta\mu=0.6$ eV, $R^*=3.7$ Å. This is an atomic size, where a continuum surface energy is a rough guide at best, but it shows that a 100 Å seed is far above the barrier.

Adding $dn$ atoms changes the radius by $dR=\Omega\,dn/(4\pi R^2)$, so $dG/dn=-\Delta\mu+2\gamma\Omega/R$. If the metal concentration at the surface falls to $c_s$ while the other reagents are held fixed, the dilute-solution driving energy becomes $\Delta\mu+T\ln(c_s/c)$. Growth stops when this equals $2\gamma\Omega/R$, that is, at

$$\frac{c_s}{c}=\exp\left[-\frac{\Delta\mu-2\gamma\Omega/R}{T}\right].$$

At 360 K, $T=0.031$ eV. The curvature term is 0.022 eV, and the ratio is $8\times10^{-9}$. Thermodynamics therefore permits the surface concentration to be nearly zero. It does not say that the reaction is fast enough to make it so.

The reductant must also arrive. Let $\nu$ reductant molecules be used per metal atom, and let $S$ be the metal flux times $R$. Steady diffusion, solved below, gives surface concentrations $c_M-S/D_M$ for the metal and $c_R-\nu S/D_R$ for the reductant. Neither can be negative, and a very fast surface reaction drives their product to zero, so

$$S=\min\left(D_Mc_M,\frac{D_Rc_R}{\nu}\right).$$

With $c_R=1.5\times10^{-4}$ Å⁻³, $D_R=D_M$ and $\nu=2$, the two supplies are $1.2\times10^7$ and $1.5\times10^7$ Å⁻¹ s⁻¹. The metal is limiting, and $c$ and $D$ below refer to it. If the reductant were limiting, $Dc$ would be replaced by $D_Rc_R/\nu$ in the steady diffusion-limited flux and doubling time.

## Growth when diffusion is in control

For $\phi\ll1$ the surface moves slowly compared with the relaxation of the concentration near it. The steady radial equation $(r^2c')'=0$ has solutions $A+B/r$. The conditions $c(\infty)=c$ and $c(R)=0$ give

$$c(r)=c\left(1-\frac Rr\right),\qquad D\,c'(R)=\frac{Dc}{R}.$$

The second expression is the inward ion flux. Each ion adds $\Omega$, so

$$\frac{dR}{dt}=\frac{\phi D}{R},\qquad R^2-R_0^2=2\phi Dt .$$

Putting $R=2R_0$ gives $3R_0^2=2\phi Dt$, and hence

$$t_{\rm diff}=\frac{3R_0^2}{2\phi D}
=\frac{3\times10^4}{2\times1.32\times10^8}\ \text{s}=1.14\times10^{-4}\ \text{s},$$

or 114 microseconds. The square of the radius appears because a larger sphere receives a smaller flux per area.

### The fresh bath supplies a little more

The steady profile takes time to form. If the bath is uniform at $t=0$, the early flux is larger. Let the sphere absorb $Q(t)$ ions per time. Seen from distances much larger than $R$ it is a point sink, and the deficit it produces is

$$w(r,t)=\int_0^t\frac{Q(t')\,e^{-r^2/4D(t-t')}}{[4\pi D(t-t')]^{3/2}}\,dt'.$$

Write $Q(t')=Q(t)-[Q(t)-Q(t')]$. For a constant $Q$ acting over all past times the integral is $Q/(4\pi Dr)$. The part before $t=0$ must be removed; for $r^2\ll Dt$ it is $2Q/[(4\pi D)^{3/2}\sqrt t]$. Close to the sphere the deficit is thus a multiple of $1/r$ plus a term independent of $r$. This is also the form of the steady solution around a sphere of finite size, so it may be continued down to $r=R$. At an absorbing surface $w(R,t)=c$, so

$$\frac{Q}{4\pi DR}=c+\frac{1}{(4\pi D)^{3/2}}\left[\frac{2Q(t)}{\sqrt t}+\int_0^t\frac{Q(t)-Q(t')}{(t-t')^{3/2}}dt'\right].$$

Integration by parts turns the last integral into $-2[Q(t)-Q(0)]/\sqrt t+2\int_0^t\dot Q(t')(t-t')^{-1/2}dt'$. The bracket is therefore

$$2\left[\frac{Q(0)}{\sqrt t}+\int_0^t\frac{\dot Q(t')}{\sqrt{t-t'}}dt'\right]
=2\frac{d}{dt}\int_0^t\frac{Q(t')}{\sqrt{t-t'}}dt'.$$

In this correction the leading result $Q=4\pi DcR$ may be used. Its prefactor becomes $2(4\pi Dc)/(4\pi D)^{3/2}=c/\sqrt{\pi D}$. Since $4\pi R^2\dot R=\Omega Q$, one time integration gives

$$\frac{R^2-R_0^2}{2}=\phi D\left[t+\frac1{\sqrt{\pi D}}\int_0^t\frac{R(t')}{\sqrt{t-t'}}dt'\right].$$

To first order, evaluate the integral on the uncorrected path up to $t_{\rm diff}$. With $s=2\phi Dt'/R_0^2$, the radius is $R_0\sqrt{1+s}$ and $s$ runs from 0 to 3. The integral equals $R_0^2K/\sqrt{2\phi D}$, where

$$K=\int_0^3\sqrt{\frac{1+s}{3-s}}\,ds .$$

The substitution $s=1+2u$ gives

$$K=2\int_{-1/2}^{1}\frac{1+u}{\sqrt{1-u^2}}du
=2\left[\arcsin u-\sqrt{1-u^2}\right]_{-1/2}^{1}
=\frac{4\pi}{3}+\sqrt3 .$$

Thus $\tfrac32R_0^2=\phi Dt+R_0^2K\sqrt{\phi/(2\pi)}$. Dividing by $\tfrac32R_0^2$,

$$\frac{t}{t_{\rm diff}}=1-B\sqrt\phi,\qquad
B=\frac13\sqrt{\frac2\pi}\left(\frac{4\pi}{3}+\sqrt3\right)=1.575 .$$

A numerical solution of the moving-boundary problem, including the liquid displaced by the growing sphere, gives 1.58 for $B$; the third decimal depends on the discretisation, and a finer one gives 1.575. In the example the correction shortens the time by 4 percent, to $1.09\times10^{-4}$ s.

### The particle also moves

The Brownian displacements of ion and particle are taken as independent. The variances of their relative displacement then add, and so do the diffusivities. The Stokes–Einstein relation gives $T/(6\pi\eta R)$ for the particle, where $\eta$ is the viscosity. Thus $D$ becomes $D(1+a/R)$ with $a=T/(6\pi\eta D)$. For $a\ll R$,

$$\phi Dt=\int_{R_0}^{2R_0}\frac{R\,dR}{1+a/R}
\approx\int_{R_0}^{2R_0}(R-a)\,dR=\frac32R_0^2-aR_0 .$$

The relative change is $-2a/(3R_0)$. For $\eta=2\times10^{-15}$ eV s/Å³, $a=4.1$ Å and the time falls by about 3 percent. This treats the ion as a point. If an ion of radius $a$ is captured at the distance $R+a$, the integrand becomes $R^3/(R+a)^2\approx R-2a$ and the change doubles, to about 5 percent. Hydrodynamic interaction between ion and particle is left out. These corrections and the start-up correction together stay below about 10 percent, so $t_{\rm diff}$ is the fastest doubling that diffusion allows in this model to within that margin.

## Growth with a finite surface rate

Let the reaction consume metal at a rate $kc_s$ per area, where $k$ is a first-order rate constant at fixed reductant concentration. In the steady state, arrival equals consumption:

$$\frac{D(c-c_s)}{R}=kc_s
\quad\Longrightarrow\quad
c_s=\frac{c}{1+kR/D}.$$

The flux $kc_s$ is then $c/(R/D+1/k)$. The two terms in the denominator are resistances in series, one for transport and one for reaction. The radius obeys

$$\left(\frac RD+\frac1k\right)dR=\phi\,dt .$$

Integrating from $R_0$ to $2R_0$ gives $3R_0^2/(2D)+R_0/k=\phi t$. The plating speed without depletion is $v=\phi k$, so

$$t_{\rm double}=\frac{3R_0^2}{2\phi D}+\frac{R_0}{v}.$$

This formula was tested against the moving-boundary solution at $kR_0/D=1$ and $\phi=10^{-4}$, where neither term can be dropped. In units of $R_0^2/(\phi D)$ the formula gives 2.50 and the numerical solution 2.48. The difference has the sign of the start-up correction, which the formula omits.

The ratio of the first term to the second is $3kR_0/(2D)$. Diffusion control thus requires $R_0\gg D/k$. For $v=30$ Å/s,

$$k=\frac v\phi=\frac{30}{6.6\times10^{-4}}=4.5\times10^4\ \text{Å/s},\qquad
\frac Dk=4.4\times10^6\ \text{Å}.$$

The seed is more than four orders of magnitude smaller than this length. Its surface concentration differs from the bulk value by a relative amount of about $kR_0/D=2\times10^{-5}$. The doubling time is 3.3 s, and diffusion contributes 0.1 ms of it.

The two regimes also scale differently. Under diffusion control the doubling time grows as $R_0^2$; under surface control it grows as $R_0$, and the radius increases linearly in time. Making the particle smaller strengthens surface control, because a small sphere is supplied efficiently from all sides. The result assumes that the seed plates at the same $v$ as a larger surface. If its catalytic activity differs, its own $v$ must be used. Bath stabilizers can cause such a difference. Diffusion brings a dilute adsorbing poison to a small sphere much faster per area than to a large workpiece, so a seed may be slowed or stopped while the workpiece still plates. The example describes a bath without this protection.

## From one particle to the bath

During one doubling each seed adds a volume $(4\pi/3)(8-1)R_0^3$. For $N=10^{-19}$ Å⁻³ the fraction of metal used is

$$\frac{28\pi NR_0^3}{3\phi}=4.4\times10^{-9}.$$

The doubling time by itself says nothing alarming. What matters is the growth that follows.

### With filtration

Consider one batch of seeds in a well-mixed bath, removed at a rate $1/\tau$ per particle. This assumes that the filter captures particles of every size equally well and that a captured particle stops plating. A fraction $e^{-t/\tau}$ remains at time $t$. While little metal has been used and $R\ll D/k$, the radius is $R_0+vt$. Each surviving particle adds volume at the rate $4\pi R^2v$, so the fraction of metal eventually consumed is

$$f=\frac{4\pi Nv}{\phi}\int_0^\infty e^{-t/\tau}(R_0+vt)^2dt .$$

The integrals of $1$, $t$ and $t^2$ with this exponential are $\tau$, $\tau^2$ and $2\tau^3$. Therefore

$$f=\frac{4\pi Nv\tau}{\phi}\left(R_0^2+2R_0v\tau+2v^2\tau^2\right)
\approx\frac{8\pi N(v\tau)^3}{\phi},$$

where the last form holds for $v\tau\gg R_0$. It is six times the first estimate, because the mean of $t^3$ over exponentially distributed residence times is $6\tau^3$, not $\tau^3$. The initial radius has dropped out: in this regime it hardly matters how large the seeds were.

With $v\tau=1.8\times10^4$ Å,

$$f\approx\frac{8\pi\times10^{-19}\times(1.8\times10^4)^3}{6.6\times10^{-4}}\approx0.022 .$$

A calculation that includes metal depletion and diffusion resistance gives 2.1 percent, against 2.2 percent from the formula. The consumption is weighted by $t^2e^{-t/\tau}$, whose mean time is $3\tau$. Most of the harm is therefore done by long survivors; the mean radius at which metal is deposited is about $3v\tau$. A badly mixed corner of the tank, where more particles survive to long times than the exponential law predicts, would raise the loss.

If a loss of 1 percent is chosen as the limit, the linear dependence on $N$ gives a permitted seed density of $4.5\times10^{-20}$ Å⁻³, or $4.5\times10^4$ cm⁻³. The example exceeds it by a factor of 2.2. Halving the seed density halves the loss, whereas halving $\tau$, or halving $v$ at fixed $\phi$, cuts it by a factor of nearly eight.

These numbers hold only for size-independent capture. A real filter passes particles smaller than its pores. If removal starts only at a radius $R_c\gg R_0$, every seed first grows to $R_c$, and

$$f\approx\frac{4\pi N}{\phi}\left[\frac{R_c^3}{3}+v\tau\left(R_c^2+2R_cv\tau+2v^2\tau^2\right)\right].$$

This gives 2.9 percent for $R_c=0.5$ micrometre and 8.4 percent for $R_c=2.5$ micrometres, or 2.8 and 7.7 percent once depletion and diffusion resistance are included. When $R_c$ is comparable to $v\tau$ or larger, halving $\tau$ gains less than a factor of eight.

### Without filtration

If the particles stay, depletion of the metal must be kept. Define the radius each particle would have if all the metal were shared equally,

$$R_f=\left(\frac{3\phi}{4\pi N}\right)^{1/3},\qquad x=\frac R{R_f}.$$

For $R_0\ll R_f$ the consumed fraction is $x^3$, and the bath concentration is $c(1-x^3)$. The growth law becomes

$$\left(\frac RD+\frac1k\right)dR=\phi(1-x^3)\,dt .$$

Half the metal is gone when $x^3=1/2$. Dividing by $\phi(1-x^3)$, and using $dR=R_f\,dx$ and $\phi k=v$,

$$t_{1/2}=\frac{R_f^2}{\phi D}\int_0^{2^{-1/3}}\frac{x\,dx}{1-x^3}
+\frac{R_f}{v}\int_0^{2^{-1/3}}\frac{dx}{1-x^3}.$$

The integrals are 0.410 and 0.938. With $R_f=1.16\times10^5$ Å the first term is 42 s and the second about 3640 s. The total is about 3680 s, or one hour. It falls as $N^{-1/3}$ when the surface term dominates, so a tenfold cleaner bath lasts only about twice as long without a filter.

The 42 s term would be the whole answer under diffusion control with no flow past the particles. Both terms assume a nearly uniform bath between the particles. Each particle draws on a region of radius $b=(3/4\pi N)^{1/3}=R_f/\phi^{1/3}=1.3\times10^6$ Å. In a closed sphere of this radius the slowest radial concentration difference has the form $\sin(qr/b)/r$. Zero flux at $r=b$ requires $\tan q=q$, so $q=4.49$, and the difference decays in a time $b^2/(q^2D)\approx0.4$ s. This is short even beside 42 s; the cruder estimate $N^{-2/3}/D=23$ s lacks the numerical factor. The steady profile $1-R/r$ then lies below the bulk value at $r=b$ by the fraction $R/b=x\phi^{1/3}$, at most 7 percent up to half consumption. Without flow past the particles, corrections to the 42 s are of this relative order. Large dense particles sink, however, and the resulting flow can raise the supply and shorten this time considerably. Under surface control the depletion around each particle is smaller still, which supports the uniform concentration used for the total.

## Comparison and verdict

The first estimate of the speed was right about diffusion and wrong about which process is slow. The controlled derivation changes the diffusion-limited time by a few percent through start-up and Brownian motion, but the surface reaction changes the doubling time by a factor of $2.9\times10^4$. Refining the diffusion problem cannot repair that omission.

For this batch of seeds, the filtered bath loses about 2 percent of its metal, provided the filter captures particles well below the size $v\tau$; a coarser filter raises the loss several-fold. That is above the chosen limit but is not a collapse. In this model the unfiltered bath loses half its metal in about an hour, which is decomposition in any practical sense. The same seeds and the same doubling time lead to both outcomes; the residence time separates them.

The verdict has limits. It treats $k$ as constant, although consuming half the metal also uses $\nu c/2=6\times10^{-5}$ Å⁻³ of reductant, 40 percent of the initial amount. If the rate falls with reductant concentration and stays first order in metal, the half-consumption time is longer than stated. Aggregation is also left out. Stirring makes particles of several micrometres collide often; if they stick and fuse into compact grains, the metal surface shrinks and the half-consumption time can be much longer. Settling takes particles out of suspension, but they go on plating where they land unless they are removed. The filtered estimate therefore assumes stirring strong enough to keep particles of radius $3v\tau$, about 5 micrometres, and larger ones in suspension. Most seriously, the seed number was fixed. If fresh seeds enter at a rate $J$ per volume and time, the loss per time approaches $Jf/N$ after several $\tau$, provided depletion is small. It persists as long as the source does and fades over several $\tau$ after the source stops. If growing particles shed fragments that are themselves catalytic, $N$ can increase with the metal already deposited, and the fixed-batch estimate is then too optimistic. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
initial radius: 100 angstrom
volume per atom: 11.0 angstrom^3
metal-ion density: 6.00e-05 angstrom^-3
metal-ion diffusivity: 2.00e+11 angstrom^2/s
reductant density: 1.50e-04 angstrom^-3
reductant diffusivity: 2.00e+11 angstrom^2/s
reductants per metal atom: 2
metal supply D*c: 1.200e+07 angstrom^-1 s^-1
reductant supply D*c/nu: 1.500e+07 angstrom^-1 s^-1
temperature: 360 K
thermal energy: 0.03102 eV
viscosity: 2.00e-15 eV s/angstrom^3
driving energy per atom: 0.60 eV
surface energy: 0.10 eV/angstrom^2
critical radius: 3.667 angstrom
curvature energy at R0: 0.0220 eV
equilibrium surface/bulk concentration: 8.098e-09
metal volume fraction phi: 6.600e-04
diffusion-limited initial speed: 1.320e+06 angstrom/s
diffusion-limited doubling time: 1.1364e-04 s
same time converted: 113.64 microseconds
start-up coefficient, formula: 1.5747
start-up coefficient, moving boundary: 1.5788
start-up corrected time: 1.0904e-04 s
moving-boundary time: 1.0912e-04 s
effective ion radius: 4.114 angstrom
Brownian relative change, integral: -0.0267
Brownian relative change, leading term: -0.0274
plating speed: 30.0 angstrom/s
plating speed converted: 10.80 micrometre/h
surface rate constant: 4.545e+04 angstrom/s
control number k*R0/D: 2.273e-05
crossover radius D/k: 4.400e+06 angstrom
mixed-control test time, numerical: 2.4811 R0^2/(phi D)
mixed-control test time, formula: 2.5000 R0^2/(phi D)
surface-limited doubling time: 3.3333 s
total doubling time: 3.3334 s
total/diffusion-limited time: 2.933e+04
seed density: 1.00e-19 angstrom^-3
seed density converted: 1.00e+05 cm^-3
metal fraction used in one doubling: 4.443e-09
filtration time: 600 s
growth length v*tau: 1.800e+04 angstrom
filtered metal loss, formula: 2.233 percent
filtered metal loss, coupled calculation: 2.137 percent
loss ratio when filtration time doubles: 7.978
chosen allowed loss: 1.0 percent
seed density for allowed loss: 4.478e-20 angstrom^-3
allowed seed density converted: 4.478e+04 cm^-3
final radius without filtration: 1.164e+05 angstrom
half-consumption integral, diffusion: 0.4097
half-consumption integral, surface: 0.9377
half-consumption time, diffusion-limited: 42.02 s
half-consumption time, total: 3679.2 s
half-consumption time converted: 1.022 h
particle spacing: 2.154e+06 angstrom
diffusion time over spacing: 23.21 s
```
